# Finite differences for √r R in planar hydrogen: the m = 0 problem

**Q:** I want the ground state of hydrogen in two dimensions, in atomic units, with

$$H=-\tfrac12\nabla^2-\frac1r .$$

For $m=0$ I substitute $u=\sqrt r\,R$ to remove the first derivative, set $u(0)=0$, and use the three-point formula on $r_j=jh$. The substitution is an identity, so I expect the usual error of order $h^2$. Is anything wrong with that?

**A:** The identity is sound. From $R=r^{-1/2}u$,

$$rR'=r^{1/2}u'-\tfrac12r^{-1/2}u .$$

Differentiating once more, the two terms in $u'$ cancel:

$$\frac1r(rR')'=r^{-1/2}\left(u''+\frac{u}{4r^2}\right).$$

The radial equation therefore becomes

$$-\tfrac12u''-\frac{u}{8r^2}-\frac ur=Eu. \tag{1}$$

The exact ground state is $R=4e^{-2r}$, normalised by $\int_0^\infty rR^2dr=1$. Indeed $R''+R'/r=4R-2R/r$, so $-\frac12(R''+R'/r)-R/r=-2R$ and $E=-2$ hartree, or $-54.42$ eV.

The expectation of an $h^2$ error is what fails. It rests on Taylor's formula,

$$\frac{u_{j+1}-2u_j+u_{j-1}}{h^2}=u''+\frac{h^2}{12}u''''+\dots$$

Near the origin $u\propto\sqrt r$, so $u''\propto-\frac14r^{-3/2}$ and $u''''\propto-\frac{15}{16}r^{-7/2}$. At $r=jh$ the ratio of the first correction to the term it corrects is

$$\frac{h^2u''''}{12\,u''}=\frac{5}{16j^2}.$$

There is no $h$ in it. At the first node the ratio tends to $5/16$ as the grid is refined, instead of tending to zero. The higher terms do not shrink either: for $u=\sqrt r$ the three-point formula at $j=1$ gives $(\sqrt2-2)h^{-3/2}=-0.586\,h^{-3/2}$, against the true $u''=-0.25\,h^{-3/2}$.

**Q:** That spoils a few nodes, and they occupy a region that shrinks with $h$. Why should the energy care?

**A:** Because those nodes decide which solution enters the rest of the grid. For $r\to0$, equation (1) has two behaviours, $\sqrt r$ and $\sqrt r\ln r$. Both vanish at the origin, so $u(0)=0$ does not reject the second one, which corresponds to $R\sim\ln r$.

To see what the grid selects, multiply the discrete equation by $-2h^2$:

$$v_{j+1}-2v_j+v_{j-1}+\frac{v_j}{4j^2}=-\frac{2h}{j}v_j-2h^2Ev_j .$$

At fixed $j$ the right side vanishes as $h\to0$. Close to the origin we therefore need the solution of

$$v_{j+1}-2v_j+v_{j-1}+\frac{v_j}{4j^2}=0,\qquad v_0=0,\quad v_1=1. \tag{2}$$

**Q:** Can (2) be solved, or must we trust a numerical fit?

**A:** It can be solved with $V(x)=\sum_{j\ge1}v_jx^j$. Summing the second difference gives

$$\sum_{j\ge1}(v_{j+1}-2v_j+v_{j-1})x^j=\frac{(1-x)^2}{x}V-1 .$$

The operator $\theta=x\,d/dx$ multiplies $x^j$ by $j$. Multiplying (2) by $j^2x^j$ and summing thus means applying $\theta^2$, which removes the constant $-1$. With $W=(1-x)^2V/x$,

$$\theta^2W+\frac{x}{4(1-x)^2}W=0,\qquad W(0)=1 .$$

Put $W=(1-x)^{1/2}F$ and $q=x/[2(1-x)]$. Then $\theta W=(1-x)^{1/2}(\theta F-qF)$, and a second application gives

$$\theta^2F-2q\,\theta F+\left[q^2-\theta q+\frac{x}{4(1-x)^2}\right]F=0 .$$

Since $\theta q=x/[2(1-x)^2]$, the bracket is

$$\frac{x^2-2x+x}{4(1-x)^2}=-\frac{x}{4(1-x)} .$$

Multiplication by $1-x$ leaves $\theta^2F=x(\theta+\frac12)^2F$. For $F=\sum f_nx^n$ this reads $n^2f_n=(n-\frac12)^2f_{n-1}$ with $f_0=1$, so

$$F=\sum_{n\ge0}\left[\frac{(1/2)_n}{n!}\right]^2x^n,\qquad V=\frac{x\,F(x)}{(1-x)^{3/2}},$$

where $(1/2)_n=\frac12\cdot\frac32\cdots(n-\frac12)$. The first twelve coefficients of $V$ were tested against (2) in rational arithmetic.

**Q:** I need $v_j$ at large $j$, though, where the near region joins the atom.

**A:** That is fixed by the singularity at $x=1$. The average of $\sin^{2n}\varphi$ over a quarter period is $(1/2)_n/n!$, and the same number is the coefficient of $y^n$ in $(1-y)^{-1/2}$. Hence

$$F=\frac2\pi\int_0^{\pi/2}\frac{d\varphi}{\sqrt{1-x\sin^2\varphi}} .$$

Let $\varepsilon=\sqrt{1-x}$ and measure the angle from $\pi/2$. The root becomes $\sqrt{\sin^2\varphi+\varepsilon^2\cos^2\varphi}$. Split the integral at $\delta$ with $\varepsilon\ll\delta\ll1$. The inner part is $\int_0^\delta d\varphi/\sqrt{\varphi^2+\varepsilon^2}\approx\ln(2\delta/\varepsilon)$, and the outer part is $\int_\delta^{\pi/2}d\varphi/\sin\varphi\approx\ln(2/\delta)$. They add up to $\ln(4/\varepsilon)=\frac12\ln[16/(1-x)]$, so near $x=1$

$$V\approx\frac1\pi(1-x)^{-3/2}\left[\ln16-\ln(1-x)\right].$$

For large $j$ the coefficient of $x^j$ in $(1-x)^{-\alpha}$ is $j^{\alpha-1}/\Gamma(\alpha)$. Differentiating with respect to $\alpha$ shows that $-\ln(1-x)\,(1-x)^{-\alpha}$ has the coefficient $j^{\alpha-1}[\ln j-\psi(\alpha)]/\Gamma(\alpha)$, where $\psi=\Gamma'/\Gamma$. We need $\Gamma(\frac32)=\sqrt\pi/2$ and $\psi(\frac32)=2-\gamma-2\ln2$, with Euler's constant $\gamma$. The result is

$$v_j\approx\frac{2}{\pi^{3/2}}\sqrt j\,(\ln j+b),\qquad b=6\ln2+\gamma-2=2.736. \tag{3}$$

At $j=100000$ the recurrence and (3) both give $v_j/\sqrt j=5.11788$.

So the grid does admit the logarithm. For $h\ll r\ll1$ it produces

$$R\propto\ln\frac rh+b ,$$

which, continued inwards, vanishes at $r=he^{-b}=0.065h$. Seen from distances much larger than $h$, the scheme places an impenetrable disc of that radius at the nucleus.

**Q:** A disc of radius $0.065h$ sounds negligible.

**A:** In two dimensions the effect of a small disc fades as the inverse logarithm of its radius. We can find the energy by joining this $R$ to the decaying Coulomb solution.

Write $E=-\kappa^2/2$, $R=e^{-\kappa r}f(z)$ and $z=2\kappa r$. Insert this in $R''+R'/r+2R/r-\kappa^2R=0$. The terms in $\kappa^2$ cancel, and multiplication by $r$ followed by division by $2\kappa$ gives

$$zf_{zz}+(1-z)f_z-af=0,\qquad a=\frac12-\frac1\kappa .$$

This is Kummer's equation. Its solution that makes $R$ decay is $U(a,1,z)$, whose standard form at small $z$ is

$$U(a,1,z)\approx-\frac1{\Gamma(a)}\left[\ln z+\psi(a)+2\gamma\right].$$

Both expressions for $R$ have the form $\ln r+\text{constant}$. Equating the constants gives

$$\ln(2\kappa)+\psi(a)+2\gamma=\ln\frac1h+b . \tag{4}$$

Here $h$ is in bohr. The impenetrable disc raises the energy above $-2$, so $\kappa<2$ and $a<0$. The lowest energy then belongs to the largest negative root, which lies in $-1<a<0$, where $\psi(a)$ runs from $-\infty$ to $+\infty$. As $h\to0$ the right side grows without limit. Then $\psi(a)$ must diverge, which requires $a\to0^-$, so $\kappa\to2$ and $E\to-2$. Your scheme does converge to the correct state.

**Q:** How fast?

**A:** For small $|a|$, $\psi(a)\approx-1/a-\gamma$ and $\ln(2\kappa)\approx2\ln2$. Equation (4) becomes

$$-\frac1a=\ln\frac1h+b-\gamma-2\ln2=\ln\frac{16}{h}-2\equiv\Lambda .$$

Since $\kappa=1/(\frac12-a)=2/(1+2/\Lambda)$,

$$E\approx-\frac{2}{(1+2/\Lambda)^2}=-2+\frac8\Lambda+\dots \tag{5}$$

The leading error is $8/\ln(1/h)$. The terms dropped from (4) are of order $a$, so they change $\Lambda$ by order $1/\Lambda$ and $E$ by order $1/\Lambda^3$.

Take $h=0.001$ bohr. Then $\Lambda=\ln16000-2=7.680$, $2/\Lambda=0.2604$, and (5) gives $-2/1.2604^2=-1.259$ hartree. The energies in hartree are:

| $h$ (bohr) | matrix | from (4) | from (5) |
|---|---|---|---|
| 0.1 | −0.8832 | −0.8876 | −0.7343 |
| 0.01 | −1.1231 | −1.1232 | −1.0626 |
| 0.001 | −1.2878 | −1.2878 | −1.2590 |
| 0.0001 | −1.4039 | −1.4039 | −1.3881 |

At $h=0.0001$ the matrix energy is $-38.20$ eV. The error is 0.596 hartree, or 30% of the exact binding energy. Making the grid a thousand times finer has only reduced the error from 1.117 to 0.596 hartree. The bare leading term $8/\ln(1/h)$ is still crude here: it gives 0.87 hartree.

**Q:** I usually halve $h$ and stop when the energy hardly moves. Would that have warned me?

**A:** Not reliably. With $L=\ln(1/h)$, halving $h$ adds $\ln2$ to $L$, so at leading order the energy moves by $8\ln2/L^2$ while the remaining error is $8/L$. At this order the movement is smaller than the error by the factor $\ln2/L$, which itself falls as the grid is refined. On practical grids the higher orders make the movement smaller still. In the table, even the tenfold step from 0.001 to 0.0001 moves the energy by 0.116 hartree, with 0.596 still to go.

For an error of 1%, set $E=-1.98$ in (5). Then $1+2/\Lambda=\sqrt{2/1.98}=1.00504$, so $\Lambda\approx397$. This gives $\ln(1/h)\approx397+2-2.77\approx396$, or $h\approx10^{-172}$ bohr. Equation (4) gives the same power of ten. No uniform grid of that spacing can be stored.

**Q:** Perhaps the Coulomb singularity is to blame. The potential $-1/r$ is also infinite at the origin.

**A:** Remove it and see. Take a free particle in a disc of unit radius with $R(1)=0$. A solution that satisfies this condition is

$$R=J_0(kr)Y_0(k)-Y_0(kr)J_0(k),\qquad E=\frac{k^2}{2}.$$

At small $r$, $J_0(kr)\to1$ and $Y_0(kr)\approx\frac2\pi[\ln(kr/2)+\gamma]$. Dividing by $-\frac2\pi J_0(k)$ and joining to the grid solution gives

$$\ln\frac k2+\gamma-\frac\pi2\frac{Y_0(k)}{J_0(k)}=\ln\frac1h+b .$$

For $h=0.001$ bohr this predicts 3.3237 hartree, and the matrix gives the same. The exact value, from the first zero of $J_0$, is 2.8916 hartree. An error of 15% remains with no Coulomb term at all.

A second control keeps the Coulomb term, the variable $u$ and your grid, and replaces only the sampled $-1/(8r_j^2)$ by

$$P_j=\frac{\sqrt{j+1}+\sqrt{j-1}-2\sqrt j}{2h^2\sqrt j} .$$

For large $j$ this tends to $-1/(8j^2h^2)$. At the first node it is $-0.293/h^2$ instead of $-0.125/h^2$. It is built so that, with the Coulomb term and $E$ left out, $v_j=\sqrt j$ solves the grid equation exactly and no logarithm enters.

**Q:** Does that restore the $h^2$ error?

**A:** No, it gives an error of order $h$, for a different reason. Put $u_j=\sqrt{r_j}R_j$. The kinetic term and $P_j$ then combine into

$$\frac h2\sum_{j\ge1}\sqrt{r_jr_{j+1}}\left(\frac{R_{j+1}-R_j}{h}\right)^2 ,$$

with norm $h\sum r_jR_j^2$ and Coulomb energy $-h\sum_{j\ge1}R_j^2$. Insert the exact $R$. The first two sums differ from their integrals by terms that vanish faster than $h$. The Coulomb sum lacks the end point of the trapezoidal rule:

$$h\sum_{j\ge1}R_j^2=\int_0^\infty R^2dr-\frac h2R(0)^2+O(h^2),\qquad \frac h2R(0)^2=8h .$$

So the energy rises by $8h$ at first order. At $h=0.001$ bohr the matrix gives $-1.9921$ hartree, an error of $7.90h$, where the original scheme gave $-1.2878$. The logarithmic error thus comes from combining the three-point formula with the sampled critical term.

**Q:** What happens if I discretise $R$ directly?

**A:** Use $r_j=(j+\frac12)h$ with $j=0,1,\dots$, and difference the flux $rR'$ between the cell faces $r_j^\pm=r_j\pm h/2$:

$$\frac1r(rR')'\;\to\;\frac{r_j^+(R_{j+1}-R_j)-r_j^-(R_j-R_{j-1})}{r_jh^2} .$$

The first face lies at $r=0$ and has zero weight, so no value of $R$ is imposed there.

The error follows from Taylor's formula, which is now safe because $R=4e^{-2r}$ has bounded derivatives for $r\ge0$. The slope at a face is $R'+h^2R'''/24$, and the central difference of a flux $G$ is $G'+h^2G'''/24$. To order $h^2$ the numerator thus gains

$$\frac{h^2}{24}\left[(rR''')'+(rR')'''\right]=\frac{h^2}{24}(32r-32)R ,$$

because $(rR''')'=(16r-8)R$ and $(rR')'''=(16r-24)R$. First-order perturbation theory, with the factor $-\frac12$ of the kinetic energy and the weight $r$ cancelling the $1/r$, gives

$$\Delta E=-\frac{h^2}{48}\int_0^\infty(32r-32)R^2dr=-\frac{h^2}{48}\,16\,(2-8)=2h^2 .$$

At $h=0.1$ bohr the matrix gives $-1.9804$ hartree, already within 1% of the exact energy. At $h=0.01$ bohr the error is $1.9996h^2$.

**Q:** So the lesson is never to use $\sqrt r\,R$?

**A:** That would blame the wrong step. Write the flux scheme in terms of $w_j=\sqrt{r_j}R_j$. It becomes a symmetric matrix with kinetic diagonal $1/h^2$ and off-diagonal elements

$$-\frac{j+1}{2h^2\sqrt{(j+\frac12)(j+\frac32)}} .$$

The $w_j$ are samples of your variable $u$. The critical attraction is now carried by the couplings between nodes, which exceed $1/(2h^2)$ in magnitude, and no $-1/(8r^2)$ is sampled.

**Q:** And for $m=1$, must I give up the plain three-point scheme too?

**A:** No. The inverse-square term is then $(m^2-\frac14)/(2r^2)=3/(8r^2)$, and the two behaviours are $r^{3/2}$ and $r^{-1/2}$. If they are mixed in comparable amounts at $r\sim h$, the unwanted one is smaller by $(h/r)^2$ further out. For $m=0$ the two differ by a logarithm only, so no power of $h$ suppresses the admixture.

The lowest $m=1$ state is $R=Nre^{-2r/3}$, with $E=-\frac29$ and $N^2=128/243$. The three-point error is $\Delta E=-\frac{h^2}{24}\int uu''''dr$. Near the origin $u\approx Nr^{3/2}$, so $uu''''\approx\frac9{16}N^2/r$. The integral from $r\sim h$ to $r\sim1$ supplies a logarithm. The first few nodes and the rest of the integral add terms in $h^2$ without one, which are left out here:

$$\Delta E\approx-\frac{h^2}{24}\cdot\frac9{16}\cdot\frac{128}{243}\ln\frac1h=-\frac{h^2}{81}\ln\frac1h .$$

The coefficient extracted from two grids is $-0.01234$, against $-1/81=-0.01235$ hartree/bohr². At $h=0.005$ bohr the whole error is $-2.2\times10^{-6}$ hartree. The same stencil on the same kind of grid is thus accurate for $m=1$ and unusable for $m=0$. The numerical output below lists the values for all the schemes.

## Table of computed values

```
exact ground energy: -2.0000 hartree = -54.423 eV
constant b: 2.73610 (dimensionless)
hard-disc radius / h: 0.06482 (dimensionless)
v_j/sqrt(j) at j=100000: recurrence 5.117883, law 5.117883
u scheme, m=0; h in bohr, energies in hartree:
  h=0.1000: matrix -0.88319, matching -0.88761, closed -0.73429
  h=0.0100: matrix -1.12311, matching -1.12321, closed -1.06263
  h=0.0010: matrix -1.28781, matching -1.28782, closed -1.25895
  h=0.0001: matrix -1.40386, matching -1.40386, closed -1.38810
  h=0.0001 matrix energy: -38.201 eV
(E+2) ln(1/h) in the deep limit: 7.9997 hartree
R scheme, m=0; h in bohr:
  h=0.10: E -1.980390 hartree, error/h^2 1.9610 hartree/bohr^2
  h=0.05: E -1.995025 hartree, error/h^2 1.9901 hartree/bohr^2
  h=0.02: E -1.999201 hartree, error/h^2 1.9984 hartree/bohr^2
  h=0.01: E -1.999800 hartree, error/h^2 1.9996 hartree/bohr^2
repaired u scheme, m=0; h in bohr:
  h=0.010: E -1.926900 hartree, error/h 7.3100 hartree/bohr
  h=0.001: E -1.992101 hartree, error/h 7.8993 hartree/bohr
free unit disc, h=0.001 bohr: matrix 3.32372, matching 3.32372, exact 2.89159 hartree
u scheme, m=1; h in bohr:
  h=0.0050: error -2.2129e-06 hartree
  h=0.0025: error -6.0670e-07 hartree
  coefficient of h^2 ln(1/h): -0.01234, predicted -0.01235 hartree/bohr^2
one per cent error, u scheme: log10(h/bohr) = -172.1
one per cent error, R scheme: h = 0.10 bohr
```
